# Unloading stiffness of a frictionless axisymmetric elastic contact

An axisymmetric indenter is pressed into an isotropic elastic half-space $z>0$ with Young modulus $E$, Poisson ratio $\nu$ and shear modulus $G=E/[2(1+\nu)]$. Before loading, the gap between the surfaces is $f(r)$. It is smooth and convex, with $f(0)=0$ and $f(r)>0$ for $r>0$. Let $h$ be the approach measured from first touch, $P$ the load and $a$ the contact radius. The problem is to find the stiffness $dP/dh$ and its dependence on $f$.

Strains and slopes are small, and there is no friction or adhesion. Displacement $u_z$ is positive into the half-space, and pressure $p$ is positive in compression. The equations contain no electronic constants and hold unchanged in any consistent units, atomic units included.

**(a) How does a frictionless pressure displace the surface?**

*Solution.* Subscripts on $\Phi$ denote derivatives. Take a harmonic function $\Phi$ whose derivatives vanish at large depth, and try

$$2Gu_i=(1-2\nu)\partial_i\Phi+z\,\partial_i\Phi_z\quad(i=x,y),$$
$$2Gu_z=-2(1-\nu)\Phi_z+z\Phi_{zz}.$$

Since $\Phi_{xx}+\Phi_{yy}=-\Phi_{zz}$, the terms containing $z$ cancel in the divergence:

$$2G\,\nabla\!\cdot\mathbf u=-2(1-2\nu)\Phi_{zz}.$$

For harmonic $\Psi$, $\nabla^2(z\Psi)=2\Psi_z$, so $2G\nabla^2\mathbf u=2\nabla\Phi_{zz}$. These two results satisfy the equilibrium equation

$$\nabla^2\mathbf u+\frac{1}{1-2\nu}\nabla(\nabla\!\cdot\mathbf u)=0.$$

Hooke's law gives $\sigma_{iz}=z\,\partial_i\Phi_{zz}$, which vanishes at $z=0$ as frictionless contact requires. It also gives $\sigma_{zz}=-\Phi_{zz}+z\Phi_{zzz}$. At the surface, therefore,

$$p=\Phi_{zz},\qquad u_z=-\frac{1-\nu}{G}\Phi_z=-\frac{2}{E^*}\Phi_z,\qquad E^*=\frac{E}{1-\nu^2}.$$

Define $\bar p(k)=\int_0^\infty p(r)J_0(kr)\,r\,dr$, with inverse $p(r)=\int_0^\infty\bar p(k)J_0(kr)\,k\,dk$. A mode $e^{-kz}J_0(kr)$ is harmonic, and each $z$ derivative multiplies it by $-k$. Hence $\bar u=2\bar p/(E^*k)$.

An elastic tip, if it too is treated as a half-space, feels the same pressure and adds its own displacement. The compliances add:

$$\frac1{E_r}=\frac{1-\nu^2}{E}+\frac{1-\nu_t^2}{E_t},\qquad \bar u(k)=\frac{2\bar p(k)}{E_rk}.$$

Here $t$ labels the tip, and $u$ now denotes the sum of the two surface displacements. For a rigid tip $E_r=E^*$.

**(b) Contact requires $u=h-f$ for $r<a$ and $p=0$ for $r>a$. Solve these conditions for a given $a$.**

*Solution.* Write the transformed pressure as

$$\bar p(k)=\frac{E_r}{2}\int_0^a\chi(t)\cos(kt)\,dt.$$

The required Bessel integral follows from $J_0(kr)=\pi^{-1}\int_0^\pi e^{ikr\cos\theta}d\theta$:

$$\int_0^\infty e^{-sk}J_0(kr)\,dk=\frac1\pi\int_0^\pi\frac{d\theta}{s-ir\cos\theta}=\frac1{\sqrt{s^2+r^2}},\quad \mathrm{Re}\,s>0.$$

Put $s=\varepsilon-it$ and let $\varepsilon\to0^+$. For $r>t$ the result is $1/\sqrt{r^2-t^2}$. For $r<t$, the root that continues from positive $s$ gives $i/\sqrt{t^2-r^2}$. The real part is the cosine integral and the imaginary part the sine integral. The cosine integral gives

$$u(r)=\int_0^{\min(r,a)}\frac{\chi(t)}{\sqrt{r^2-t^2}}\,dt.$$

For the pressure, integrate $k\bar p$ by parts,

$$k\bar p=\frac{E_r}{2}\left[\chi(a)\sin ka-\int_0^a\chi'(t)\sin kt\,dt\right],$$

and use the sine integral. The pressure vanishes for $r>a$, while for $r<a$

$$p(r)=\frac{E_r}{2}\left[\frac{\chi(a)}{\sqrt{a^2-r^2}}-\int_r^a\frac{\chi'(t)\,dt}{\sqrt{t^2-r^2}}\right].$$

It remains to solve $\int_0^r\chi\,dt/\sqrt{r^2-t^2}=h-f(r)$. Multiply by $r/\sqrt{s^2-r^2}$, integrate over $0<r<s$, and exchange the order of integration. The inner integral is

$$\int_t^s\frac{r\,dr}{\sqrt{(s^2-r^2)(r^2-t^2)}}=\frac\pi2,$$

as the substitution $r^2=t^2\cos^2\psi+s^2\sin^2\psi$ shows. Integrating the right-hand side by parts then gives

$$\frac\pi2\int_0^s\chi\,dt=\int_0^s\frac{r(h-f)}{\sqrt{s^2-r^2}}dr=sh-\int_0^s\sqrt{s^2-r^2}\,f'(r)\,dr.$$

Differentiate with respect to $s$ and set $r=s\sin\theta$:

$$\chi(s)=\frac2\pi[h-g(s)],\qquad g(s)=s\int_0^{\pi/2}f'(s\sin\theta)\,d\theta.$$

Convexity makes $f'$ positive and non-decreasing for $r>0$, so $g$ is strictly increasing.

**(c) Find the load and the condition that selects $a$.**

*Solution.* Since $J_0(0)=1$, the load is

$$P=2\pi\bar p(0)=2E_r\int_0^a[h-g(t)]\,dt.$$

The singular part of the pressure is $(E_r/\pi)[h-g(a)]/\sqrt{a^2-r^2}$. If $h<g(a)$, it gives tension at the edge, which a contact without adhesion cannot carry.

Just outside the edge, the deformed gap is $u-(h-f)$. The Abel identity for $h-f$ runs up to $r$, whereas $u$ stops at $a$. Their difference is

$$u-(h-f)=\frac2\pi\int_a^r\frac{g(t)-h}{\sqrt{r^2-t^2}}\,dt.$$

If $h>g(a)$, this is negative just outside the contact, so the bodies overlap. The remaining possibility is $h=g(a)$. Because $g$ increases, the pressure is then non-negative inside and the gap is positive outside.

This solution is unique. Let two solutions have pressures $p_1,p_2$ and deformed gaps $d_1,d_2$. Since $p_id_i=0$,

$$\int(p_1-p_2)(d_1-d_2)\,dA=-\int(p_1d_2+p_2d_1)\,dA\le0.$$

But $d_1-d_2=u_1-u_2$, so by part (a) the left side equals $(4\pi/E_r)\int_0^\infty(\bar p_1-\bar p_2)^2dk\ge0$. Both sides are zero and the pressures agree.

**(d) Find $dP/dh$. What part does the profile play?**

*Solution.* The integral for $P$ is the area between the curve $g(t)$ and the horizontal line at height $h$. Slice this area horizontally: at height $\eta$ its width is the contact radius $a(\eta)$. Thus

$$P(h)=2E_r\int_0^h a(\eta)\,d\eta,\qquad\boxed{\frac{dP}{dh}=2E_r\,a}.$$

The profile determines which $a$ belongs to a given $h$. Once $a$ is given, it does not enter the stiffness.

The pressure increment shows why. With $h=g(a)$,

$$p=\frac{E_r}{\pi}\int_r^a\frac{g'(t)\,dt}{\sqrt{t^2-r^2}},\qquad dh=g'(a)\,da,$$

so $\partial p/\partial h=E_r/(\pi\sqrt{a^2-r^2})$. This is the pressure per unit approach under a flat punch of radius $a$, whatever the profile. Contact newly gained at the edge carries no load to first order.

The contact is elastic and frictionless, so loading and unloading follow the same curve. After plastic loading, the result applies to the unloading stage if that stage is elastic. Then $f$ is the tip shape minus the shallow residual imprint, and this difference must meet the conditions above.

**(e) Examine power-law gaps, a flat punch and a gap that is not convex.**

*Solution.* For $f=Br^n$ with $n>1$, $g\propto t^n$. Hence

$$P=2E_r\left(ah-\frac{ah}{n+1}\right)=\frac{2n}{n+1}E_rah.$$

Since $a\propto h^{1/n}$, $P\propto h^{1+1/n}$ and $dP/dh=(1+1/n)P/h=2E_ra$. For a paraboloid $f=r^2/(2R)$, $g=t^2/R$, so $h=a^2/R$ and $P=4E_ra^3/(3R)$.

A rigid flat punch has a vertical wall at its edge. The overlap argument does not apply there, and the edge pressure is singular. Its radius is fixed, $g=0$ and $E_r=E^*$, so $P=2E^*ah$ and the stiffness formula is the same. An elastic punch with such a wall is not a half-space, so its own compliance is not given by the tip term in $E_r$.

Without convexity the contact need not be a disc. Take $f=4(r^2-1/4)^2$, with lengths in an arbitrary unit, and $h=0.05$. A numerical solution on 400 concentric rings, which removes rings under tension, gives an annular contact. Its stiffness is 0.88 of $2E_r$ times the outer radius.

**(f) An iron film is unloaded from a contact radius of 100 nm. Find the load, elastic recovery and stiffness.**

*Solution.* Rough cubic constants for iron are $C_{11}=230$, $C_{12}=135$ and $C_{44}=117$ GPa. Averaging the uniform-strain and uniform-stress estimates for randomly oriented grains gives $E=210$ GPa, $G=81.5$ GPa and $\nu=0.290$. The hard tip has chosen values $E_t=1100$ GPa and $\nu_t=0.07$. The plane moduli are 229.5 GPa for the film and 1105.4 GPa for the tip, so

$$E_r=\left(\frac1{229.5}+\frac1{1105.4}\right)^{-1}\mathrm{GPa}=190\ \mathrm{GPa}.$$

The tip radius is 1000 nm and the residual imprint has radius 1300 nm. Their difference is a paraboloidal gap with

$$\frac1R=\frac1{1000}-\frac1{1300}\ \mathrm{nm^{-1}},\qquad R=4333\ \mathrm{nm}.$$

The elastic recovery is $h=100^2/4333=2.31$ nm. Since 1 GPa nm² is 1 nN, the load is

$$P=\frac{4(190)(100)^3}{3(4333)}\ \mathrm{nN}\approx58.5\ \mu\mathrm N,$$

and the initial unloading stiffness is

$$S=2(190)(100)\ \mathrm{N/m}=38.0\ \mu\mathrm{N/nm}=2.37\times10^3\ \mathrm{eV/Å^2}.$$

Now hold $P$ and $a$ fixed and change the gap power. The recoveries for $n=2,3,4$ are 2.31, 2.05 and 1.92 nm, but the initial slope stays at 38.0 μN/nm. At half load the approaches are 1.454, 1.220 and 1.105 nm. Straight lines from full to half load therefore have slopes of about 34, 35 and 36 μN/nm. The theorem concerns the tangent at full load; these chords fall below it by 6 to 10 percent.

**(g) How far do neglected effects move this stiffness?**

*Solution.* *Adhesion.* By part (a) and Parseval's theorem for cosine transforms, the elastic energy at given $h$ and $a$ is

$$U=\frac{2\pi}{E_r}\int_0^\infty\bar p^2dk=\frac{\pi^2E_r}{4}\int_0^a\chi^2dt=E_r\int_0^a(h-g)^2dt.$$

With work of adhesion $w$ and attraction of zero range outside the contact, a free edge makes $U-\pi a^2w$ stationary at fixed $h$. Thus $E_r[h-g(a)]^2=2\pi aw$. The positive root would cause overlap, so

$$h-g(a)=-\sqrt{2\pi aw/E_r},\qquad \frac{dP}{dh}=2E_r\left[a+(h-g(a))\frac{da}{dh}\right].$$

For a rough $w=0.05$ J/m², the offset is $-0.407$ nm. Here $dh/da=2a/R-0.407/(2a)=0.0441$, with lengths in nm. At the same $a$, the stiffness falls by $0.407/(0.0441\times100)$, or 9 percent. This zero-range value overstates the effect here, because real attraction reaches a few tenths of a nanometre, which is comparable with the offset. If the same $w$ is spread as a constant attraction over gaps up to a range of 0.2 to 0.5 nm, with the paraboloidal gap continued outside the contact, a numerical solution gives a fall of only about 3.4 to 1.9 percent at the same $a$. These sizes belong to this low $w$. For $w=0.2$ J/m² the fall is 19 percent at zero range and 12 to 8 percent over the same finite ranges. For $w=1$ J/m² it is 49 percent and 45 to 34 percent, so the finite range then removes little of it. In the zero-range formula, an edge that is pinned when unloading begins has $da/dh=0$, and $2E_ra$ is restored.

*Substrate.* Let the film have thickness $H=1000$ nm and the substrate a modulus $E_s=160$ GPa, with equal $\nu$. Because $H=10a$, use the field of a point load, for which $\Phi_z=-P/(2\pi D)$ and $D^2=r^2+z^2$. Part (a) gives

$$u_z=\frac{P}{4\pi G}\left[\frac{2(1-\nu)}D+\frac{z^2}{D^3}\right],\quad u_r=\frac{P}{4\pi G}\left[\frac{rz}{D^3}-\frac{(1-2\nu)r}{D(D+z)}\right],$$

with $-\sigma_{zz}=3Pz^3/(2\pi D^5)$ and $-\sigma_{rz}=3Prz^2/(2\pi D^5)$. Half the work of these tractions on the plane $z=H$ is the energy below it. With $x=D/H$,

$$U_b=\frac{3P^2}{8\pi GH}\int_1^\infty\frac{3-2\nu-(1-2\nu)(x-1)}{x^5}dx=\frac{(2-\nu)P^2}{8\pi GH}.$$

At fixed load the true stress minimizes the complementary energy. Keeping the old stress is therefore correct to first order in the modulus difference. The added compliance is $2U_b(E/E_s-1)/P^2$. Relative to the film compliance $1/(2E^*a)=(1-\nu)/(4Ga)$, it is

$$\frac{(2-\nu)a}{\pi(1-\nu)H}\left(\frac E{E_s}-1\right)=2.4\%.$$

With the tip compliance included, $S$ falls by about 2 percent.

*Crystal orientation.* For a single (001) grain, the surface compliance was computed numerically from decaying elastic waves in 64 in-plane directions. Its mean gives a modulus of 215 GPa in place of 229.5 GPa, and $S$ falls by 5 percent. This estimate assumes a circular contact.

*Geometry.* At the surface $2Gu_r=(1-2\nu)\Phi_r$, while $(r\Phi_r)_r=-rp$. Integration to the edge gives $u_r(a)=-(1-2\nu)P/(4\pi Ga)=-0.24$ nm, or 0.24 percent of $a$ in magnitude. The tip slope is about $a/1000\ \mathrm{nm}=0.1$; its effect on $S$ was not computed.

*The real case.* The mean pressure $P/(\pi a^2)=1.9$ GPa is of the order of the hardness of iron, roughly a few GPa or less, so plastic loading before this unloading is plausible. Real metal films break the assumption of purely elastic, isotropic response. Orientation alone lowers the stiffness of this example by about 5 percent for a (001) grain, while a (111) grain, stiffer than the average, is expected to raise it by a few percent. Full unloading of this Hertz pressure changes the Tresca stress by 1.74 GPa at a depth of about $0.48a$. With hardness near three times the yield stress, this exceeds twice the yield stress unless the hardness is above about 2.6 GPa. In a softer film the later part of the unloading would yield in reverse, so the full recovery and the chords of part (f) are idealized, while the initial slope is not affected. Friction and creep are not sized. Material piled up at the edge also changes $a$. Since $E_r=S/(2a)$, a radius taken 5 percent too small makes the inferred $E_r$ about 5 percent too large.
